# Spin current without energy current in a boundary-driven XXZ chain

Before using a boundary-driven XXZ simulation to study energy transport, one must decide whether its end baths can drive an energy current at all. In a uniform chain with opposite, equally strong polarizing baths and no field, they cannot. The steady energy current is zero at every interior site, however strong the drive, while the spin current of a finite chain is nonzero (though it can be small: 0.002 in units of $J$ for six sites at $\Delta=2$, $\Gamma=J$, $\mu=0.999$, in the notation below). A zero in the energy channel is then neither a bug nor a measurement of thermal conductivity. For energy transport the driving must be changed; for spin transport the zero is a useful check.

Reflection combined with a global spin flip forbids the energy current. The same symmetry merely permits the spin current, whose existence needs its own argument.

## The model and its two currents

Take $N\ge 3$ spins 1/2, set $\hbar=1$, and write $H=\sum_{k=1}^{N-1}h_k$ with

$$h_k=J\left(S^x_kS^x_{k+1}+S^y_kS^y_{k+1}+\Delta S^z_kS^z_{k+1}\right),\qquad J\ne0 .$$

The state obeys $\dot\rho=-i[H,\rho]+D_1\rho+D_N\rho$, where each bath term is a sum over jump operators $L$ of $L\rho L^\dagger-\tfrac12\{L^\dagger L,\rho\}$. A bath with target polarization $m$ has jumps $\sqrt{\gamma_+}S^+$ and $\sqrt{\gamma_-}S^-$ on its end spin, with $\gamma_\pm=\Gamma(1\pm m)/2$. Both ends have the same $\Gamma>0$; $m=\mu$ on the left and $m=-\mu$ on the right, with $0<|\mu|<1$.

**Spin.** From $[S^x,S^z]=-iS^y$ and $[S^y,S^z]=iS^x$,

$$i[h_k,S^z_k]=J(S^y_kS^x_{k+1}-S^x_kS^y_{k+1})\equiv-j_k .$$

Since $h_k$ conserves $S^z_k+S^z_{k+1}$, also $i[h_k,S^z_{k+1}]=+j_k$. Away from the ends $\dot S^z_k=j_{k-1}-j_k$, so $j_k$ is the spin current to the right, and its steady mean $j$ is the same on every bond. The left bath raises a down spin at rate $\gamma_+$ and lowers an up spin at rate $\gamma_-$. Its spin input is

$$\gamma_+\left(\tfrac12-\langle S^z_1\rangle\right)-\gamma_-\left(\tfrac12+\langle S^z_1\rangle\right)=\Gamma\left(\tfrac{\mu}{2}-\langle S^z_1\rangle\right)=j .$$

**Energy.** Only neighbouring bonds fail to commute. For $2\le k\le N-2$, where no bath touches the bond,

$$\dot h_k=i[h_{k-1},h_k]+i[h_{k+1},h_k]=q_k-q_{k+1},\qquad q_k=i[h_{k-1},h_k].$$

Thus $q_k$ is the energy current to the right through site $k$, and its steady mean $q$ is the same for $k=2,\dots,N-1$. On the first bond, the energy supplied by the left bath must equal $q$; the right bath supplies $-q$.

## Why the energy current vanishes

Reflection $R$ sends site $k$ to $N+1-k$, hence $h_k$ to $h_{N-k}$. It gives

$$Rj_kR=J(S^x_{N+1-k}S^y_{N-k}-S^y_{N+1-k}S^x_{N-k})=-j_{N-k},$$

$$Rq_kR=i[h_{N+1-k},h_{N-k}]=-q_{N+1-k}.$$

The global flip $X=\prod_k 2S^x_k$ keeps $S^x$ and reverses $S^y$ and $S^z$. Each term of $h_k$ contains two equal components, so $h_k$ and $q_k$ are unchanged; each term of $j_k$ contains one $S^y$, so $j_k$ changes sign. With $U=RX$,

$$Uj_kU^\dagger=j_{N-k},\qquad Uq_kU^\dagger=-q_{N+1-k}.$$

In words, $U$ turns an up spin moving right into a down spin moving left. The two add in the spin current and cancel in the energy current.

Neither operation alone is a symmetry of the driven chain. Reflection exchanges the baths, putting $-\mu$ on the left. The flip exchanges $S^+$ with $S^-$, which reverses each polarization and also puts $-\mu$ on the left. Done together they restore both baths, provided that the rates are equal and the polarizations opposite. So if $\rho$ is steady, $U\rho U^\dagger$ is steady too.

To conclude that these are the same state, we need uniqueness. Let $\rho$ be a steady state and suppose $\rho\phi=0$. Taking the $\phi$ expectation value of $\dot\rho=0$ leaves $\sum_L\langle\phi|L\rho L^\dagger|\phi\rangle=0$, so $\rho L^\dagger\phi=0$ for each jump. The null space of $\rho$ is therefore preserved by $S^\pm_1$ and $S^\pm_N$. Applying $\dot\rho=0$ to $\phi$ itself now leaves $i\rho H\phi=0$, so $H$ preserves it as well. These operators generate the next spin. Using $\{S^+,S^-\}=1$ and $(S^\pm)^2=0$,

$$[H,S^z_1]=\tfrac J2(S^-_1S^+_2-S^+_1S^-_2),\qquad \{S^+_1,[H,S^z_1]\}=\tfrac J2S^+_2,$$

and similarly for $S^-_2$. Subtracting $h_1$ from $H$ and repeating gives every spin operator. A subspace preserved by all operators is either $\{0\}$ or the whole space, and $\rho\neq0$, so $\rho$ has full rank.

Two different steady states would contradict this. Their difference $\delta=\delta_+-\delta_-$, split into positive and negative parts, is stationary. Let $P$ project on the support of $\delta_+$ and let $\Phi$ be the evolution over some time. Then

$$\mathrm{Tr}\,\delta_+=\mathrm{Tr}\,P\Phi(\delta)\le\mathrm{Tr}\,P\Phi(\delta_+)\le\mathrm{Tr}\,\delta_+ .$$

Equality must hold throughout, so $\Phi(\delta_+)$ stays inside $P$ and $\Phi(\delta_-)$ outside it. Hence $\Phi(\delta_+)=\delta_+$, which after normalization is a steady state without full rank. This is impossible, so the steady state is unique and $U\rho U^\dagger=\rho$.

Two facts now combine. Symmetry gives $\langle q_k\rangle=-\langle q_{N+1-k}\rangle$, and stationarity makes both equal to $q$. Therefore $q=-q=0$, and each bath supplies zero net energy. This concerns the mean; it does not say that energy fluctuations vanish.

## Why the spin current does not vanish

Work in the eigenbasis of $\rho$, with eigenvalues $p_i>0$. For one bath let $w_{ab}=|\langle a|S^+|b\rangle|^2$ and

$$F_{ab}=w_{ab}(\gamma_+p_b-\gamma_-p_a).$$

This is the net rate of raising from $b$ to $a$. The bath changes the diagonal of $\rho$ by $(D\rho)_{aa}=\sum_b(F_{ab}-F_{ba})$. Define

$$\sigma=\sum_{ab}F_{ab}\ln\frac{\gamma_+p_b}{\gamma_-p_a}\ge0,$$

where each term is nonnegative because it has the form $(x-y)\ln(x/y)$ times $w_{ab}$. Splitting the logarithm,

$$\sigma=\ln\frac{\gamma_+}{\gamma_-}\sum_{ab}F_{ab}-\mathrm{Tr}(\ln\rho\,D\rho).$$

The sum of $F_{ab}$ is the bath's spin input, $j$ on the left and $-j$ on the right. The logarithm of the rates is $2\,\mathrm{artanh}\,\mu$ on the left and its negative on the right. When the baths are added, the trace terms cancel, since stationarity gives $\mathrm{Tr}[\ln\rho\,(D_1+D_N)\rho]=i\,\mathrm{Tr}(\ln\rho\,[H,\rho])=0$. Thus the total entropy production is

$$\sigma_1+\sigma_N=4\,\mathrm{artanh}(\mu)\,j\ge0 .$$

Could it be zero? Then every $F_{ab}$ would vanish, which as an operator equation reads $\gamma_+S^+\rho=\gamma_-\rho S^+$ for each bath. Write $\rho$ in blocks for the left spin, with diagonal blocks $A$ (up) and $D$ (down). The equation makes the off-diagonal blocks vanish and gives $\gamma_+D=\gamma_-A$. So $\rho=\tau\otimes\chi$, with $\tau=\mathrm{diag}(t_+,t_-)$ and $t_\pm=(1\pm\mu)/2$. At the right end the same reasoning gives polarization $-\mu$. Both bath terms then vanish, leaving $[H,\rho]=0$.

The part of this commutator containing $S_1^+$ comes from the exchange term of $h_1$. With $S^+\tau=t_-S^+$ and $\tau S^+=t_+S^+$, it requires

$$t_-S^-_2\chi=t_+\chi S^-_2 .$$

The adjoint is $t_+S^+_2\chi=t_-\chi S^+_2$, the same equation as before, now for spin 2. Spin 2 therefore factors out with the same $\tau$. Because $\tau\otimes\tau$ depends on the conserved $S^z_1+S^z_2$, it commutes with $h_1$, and the argument repeats on the remaining chain. It ends with polarization $+\mu$ on spin $N$, where the bath demanded $-\mu$. This contradiction excludes zero, so $\mu j>0$.

## How large the effect is

Take $N=6$, $\Delta=0.5$, $\Gamma=J$ and $\mu=0.6$, with $J=1$ as energy unit. These are round model parameters and describe no particular material. Spin currents are in units of $J$ and energy currents in $J^2$. Solving the master equation without imposing the symmetry gives

| Site | 1 | 2 | 3 | 4 | 5 | 6 |
|---|---|---|---|---|---|---|
| $\langle S^z\rangle$ | 0.1744 | 0.0484 | 0.0165 | −0.0165 | −0.0484 | −0.1744 |

The boundary formula gives $j=1\times(0.3-0.1744)=0.1256$, in agreement with the current on the bonds. The largest energy current is $2\times10^{-17}$, which is rounding error. The entropy production summed from the individual rates is 0.3483, equal to $4\,\mathrm{artanh}(0.6)\,j$ when the unrounded $j$ is used.

The bond energies from left to right are 0.0174, 0.0458, 0.0412, 0.0458 and 0.0174. They are mirror symmetric, as $U$ requires, but not uniform. In this driven state a local slope in energy density does not imply an energy current, so a conductivity must not be formed from that slope.

At fixed $N=6$, $\Gamma=J$ and $\mu=0.6$, the anisotropy changes the spin current considerably:

| $\Delta$ | 0 | 0.5 | 1 | 1.5 | 2 |
|---|---|---|---|---|---|
| $j$ | 0.150 | 0.126 | 0.077 | 0.040 | 0.025 |

The energy current remains zero to rounding in every column. At $\Delta=0.5$ the magnitude of $j$ falls from 0.144 at $N=3$ to 0.126 at $N=6$; such short chains do not settle the law for long ones.

## A solvable case: $\Delta=0$

Here the spins map to free fermions $c_k=\prod_{l<k}(-2S^z_l)\,S^-_k$ with hopping $J/2$. Let the baths be general, with rates $\Gamma_L,\Gamma_R$ and polarizations $m_L,m_R$. The matrix $G_{kl}=\langle c_k^\dagger c_l\rangle$ obeys

$$\dot G_{kl}=i[t,G]_{kl}-\tfrac12(\Gamma_k+\Gamma_l)G_{kl}+\delta_{kl}\gamma_{+,k},$$

where $t$ is the hopping matrix and the rates vanish away from the ends. The sign strings in the right-hand jumps drop out of this equation: they cancel when both fermion operators lie left of site $N$, and the sandwiched term vanishes when just one sits on it.

Try $G_{k,k+1}=-iy$, $G_{k+1,k}=iy$, $G_{kk}=\tfrac12+s_k$, and zero at larger distance. Then $j=-J\,\mathrm{Im}\,G_{k,k+1}=Jy$. The second-neighbour equations hold because $y$ is uniform. The nearest-neighbour equations make $s_k$ equal to a constant $\bar s$ in the interior and give, at the ends,

$$\Gamma_Ly=J(s_1-\bar s),\qquad \Gamma_Ry=J(\bar s-s_N).$$

The diagonal equations at the ends give

$$s_1=\frac{m_L}2-\frac{Jy}{\Gamma_L},\qquad s_N=\frac{m_R}2+\frac{Jy}{\Gamma_R}.$$

Eliminating $s_1-s_N$,

$$y=\frac{(m_L-m_R)/2}{(\Gamma_L+\Gamma_R)/J+J(1/\Gamma_L+1/\Gamma_R)} .$$

This solution is unique: an eigenvector of $t$ that vanished on site 1 would vanish on every site, so each mode is damped by the baths. For opposite, equal baths,

$$j=\frac{\mu\Gamma J^2}{2(\Gamma^2+J^2)} .$$

The example gives $0.6/4=0.150$, as in the table. For $\Gamma\ll J$ the current is limited by injection, $j\simeq\mu\Gamma/2$. For $\Gamma\gg J$ it falls as $\mu J^2/(2\Gamma)$. At fixed $\mu$ and $J$ it is largest at $\Gamma=|J|$, so a stronger bath is not necessarily a better injector.

The energy current $q_k$ is the commutator of two adjacent hopping terms, and so contains just $c_{k-1}^\dagger c_{k+1}$ and its conjugate. Their means vanish here for any baths of this type. Thus breaking the symmetry permits an energy current but does not force one. At $\Delta=0$, making the baths unequal would therefore be a misleading test of broken symmetry.

## What breaks the zero, and what does not

Starting from the $N=6$ example and changing one setting at a time gives

| Change | $j$ | $q$ |
|---|---|---|
| Right polarization −0.2 | 0.0857 | +0.0073 |
| Right bath rate 0.5 | 0.1165 | +0.0034 |
| $\Delta=1.5$ on the last two bonds | 0.0719 | −0.0009 |

The third row matters for disordered chains: opposite, equally strong baths do not protect the zero if the couplings lack mirror symmetry. The direction is set by the sample: its mirror image carries the opposite $q$ (here +0.0009), whereas reversing both bath polarizations, which is the flip $X$, reverses $j$ and leaves $q$ unchanged.

**Uniform field.** Add $B\sum_kS^z_k$ to $H$. The generator is unchanged by rotations about $z$, so the unique $\rho$ commutes with total $S^z$, and the field leaves it unaltered. The energy current nevertheless changes, because each spin now carries field energy. Sharing the field term of an interior site equally between its two bonds gives

$$q_k^{(B)}=q_k+\tfrac B2\left(i[h_{k-1},S^z_k]+i[S^z_k,h_k]\right)=q_k+\tfrac B2(j_{k-1}+j_k).$$

Its steady mean is $Bj$. For $B=0.8$ this is $0.8\times0.1256=0.1005$, matching the direct calculation. Subtracting $Bj$ recovers the zero.

**Field odd under reflection.** If $B_{N+1-k}=-B_k$, the flip reverses the field and reflection restores it. The symmetry survives, so zero field is sufficient but not necessary. With fields 0.5, 0.3, 0.1, −0.1, −0.3, −0.5 the energy current is again zero to rounding, while $j$ drops to 0.0565.

## What to do in a calculation

**Check convergence site by site.** Before it becomes steady, a state symmetric under $U$ has opposite energy currents at mirror-image sites, and these need not be zero. A four-site chain at $\Delta=0.5$, started as up-up-down-down, has $q_2=+0.0751$ and $q_3=-0.0751$ at time $1/J$. Their average is zero at every time, so it says nothing about convergence. Inspect the individual $q_k$: in the steady state they must agree with one another. Agreement at one moment is not enough. Here both currents pass through zero near time $2.6/J$, while the spin currents on the bonds still differ (0.206 and 0.180). Require also that the spin current be uniform and that $\dot\rho$ itself be negligible. In this chain the slowest decay rate is $0.23J$, and both currents have vanished to rounding by time $153/J$.

**Use the zero as a diagnostic.** With mirror-symmetric couplings, opposite equal baths and zero field, a converged $q$ above numerical error points to a fault in the bath terms, the current operator or the truncation. Check also that $\langle S^z_k\rangle$ is odd and the bond energy even under reflection.

**Change the baths to study heat.** Making the polarizations unequal in magnitude can produce an energy current when $\Delta\neq0$, but at zero field it does not impose a temperature difference. If both baths have the same polarization $m$, the product of identical states $\mathrm{diag}((1+m)/2,(1-m)/2)$ is stationary under each bath and commutes with $H$. Both currents then vanish, whatever the two rates. These baths set a target polarization, with jump rates that ignore the energy exchanged. Driving heat transport from the ends then needs baths whose rates depend on that energy, so that the ends can be held at different temperatures. The exception is a strong uniform field $B\gg|J|$: a flip then exchanges energy close to $B$, the ratio $\gamma_+/\gamma_-=e^{-B/T}$ defines an approximate temperature, and the energy carried is mostly $Bj$. The same caution applies to a physical chain between thermal contacts: the zero carries over if the contacts and chain together respect $U$, the steady state is unique, and energy is conserved between the contacts.

## Computed results

```
sites N = 6, J = 1.0 (energy unit), Delta = 0.5
bath rate Gamma = 1.0 J, polarization mu = 0.6
generator change under reflection: 1.200 J
generator change under spin flip: 1.200 J
generator change under both: 0.000 J
<Sz> by site (hbar): +0.17439 +0.04838 +0.01652 -0.01652 -0.04838 -0.17439
bond energies (J): +0.01740 +0.04582 +0.04116 +0.04582 +0.01740
spin current j = 0.125612 J
largest |energy current| = 1.9e-17 J^2
largest |energy input of a bath| = 2.4e-17 J^2
smallest eigenvalue of rho = 6.741e-04
entropy production from rates = 0.348272 J
4 artanh(mu) j = 0.348272 J
Delta = 0.0: j = 0.150000 J, max |q| = 0.0e+00 J^2
closed form at Delta = 0: j = 0.150000 J
Delta = 0.5: j = 0.125612 J, max |q| = 1.9e-17 J^2
Delta = 1.0: j = 0.076871 J, max |q| = 2.6e-17 J^2
Delta = 1.5: j = 0.039902 J, max |q| = 1.6e-17 J^2
Delta = 2.0: j = 0.025331 J, max |q| = 6.0e-17 J^2
reversed baths, N = 3: j = -0.143905 J
reversed baths, N = 4: j = -0.134448 J
reversed baths, N = 5: j = -0.129084 J
right polarization -0.2: j = 0.085695 J, q = +0.007344 J^2
right bath rate 0.5 J: j = 0.116492 J, q = +0.003424 J^2
Delta by bond 0.5 0.5 0.5 1.5 1.5: j = 0.071908 J, q = -0.000865 J^2
Delta = 0, baths (0.6, 1 J) and (-0.2, 0.5 J): max |q| = 0.0e+00 J^2
uniform field B = 0.8 J: energy current = 0.100490 J^2
B times zero-field j = 0.100490 J^2
odd field by site (J): +0.5 +0.3 +0.1 -0.1 -0.3 -0.5
odd field: j = 0.056474 J, max |q| = 2.6e-17 J^2
N = 4: stationary modes = 1, slowest decay rate = 0.22828 J
start up up down down: q_2, q_3 at t = 1/J: +0.075070, -0.075070 J^2
  at t = 153/J: max |q| = 3.5e-18 J^2
start up up down up: q_2, q_3 at t = 1/J: +0.077441, -0.044680 J^2
  at t = 153/J: max |q| = 5.2e-18 J^2
```
